# Why Graphene–Silicon Schottky Contacts Do Not Saturate in Reverse Bias

## The result

In a graphene contact to n-type silicon, reverse bias widens the depletion layer, and the graphene must carry the matching negative charge. Because graphene has few states per unit energy, the added electrons raise its Fermi level appreciably. The barrier for electrons leaving the graphene falls by the same energy, and the emission current grows exponentially with that fall. For an ideal interface, the saturation current density \(J_s\) obeys

\[
\frac{d\ln J_s}{dV}=\frac{q}{kT}\,\frac{C_d}{C_d+C_q}>0 ,
\]

where \(V>0\) is the reverse bias, \(C_d\) the depletion capacitance per area and \(C_q\) the quantum capacitance of graphene per area. An ideal metal has \(C_q\to\infty\), and its current saturates. Graphene has a finite \(C_q\), and its current does not.

No image force enters this result. In the example below the barrier falls by 34 meV between 0 and 10 V, which multiplies \(J_s\) by 3.7 at 300 K. A voltage drop across the interface gap adds a contribution of comparable size, and image-force lowering and tunnelling can add to it. The Fermi-level shift is therefore sufficient to prevent saturation, but a measured slope cannot be assigned to it alone.

## The barrier follows the graphene Fermi level

Let \(W_0\) be the depth of the Dirac point below the vacuum level, \(\chi\) the electron affinity of silicon, and

\[
\delta=E_{\rm Dirac}-E_F ,
\]

which is positive for p-type graphene. The Fermi level then lies \(W_0+\delta\) below vacuum, and this is the work function. With no interface gap and no interface dipole, the vacuum level is continuous at the contact. The silicon conduction-band edge lies \(\chi\) below it, so the barrier seen from the graphene is

\[
\Phi=(W_0+\delta)-\chi=B+\delta,\qquad B=W_0-\chi .
\]

The barrier top thus stays at the fixed energy \(B\) above the Dirac point. Bias moves the Fermi level relative to both.

## The charge that silicon demands

Let \(u(x)\) be the upward band bending in volts, zero in the bulk and \(\psi\) at the interface. With fully ionized donors of density \(N_D\), electrons in equilibrium with the bulk, and \(V_T=kT/q\), the charge density is \(qN_D(1-e^{-u/V_T})\). The electrostatic potential is \(-u\), so Poisson's equation reads

\[
\frac{d^2u}{dx^2}=\frac{qN_D}{\varepsilon}\left(1-e^{-u/V_T}\right),
\]

with \(\varepsilon\) the permittivity of silicon. Multiplying by \(du/dx\) and integrating from the bulk, where \(u\) and its slope vanish, gives

\[
\frac12\left(\frac{du}{dx}\right)^2=\frac{qN_D}{\varepsilon}\left[u+V_T\left(e^{-u/V_T}-1\right)\right].
\]

At the interface \(\psi\gg V_T\), so the exponential can be dropped. Gauss's law equates \(\varepsilon|du/dx|\) to the silicon charge per area, \(qN\). Hence

\[
N=\sqrt{\frac{2\varepsilon N_D}{q}\,(\psi-V_T)} .
\]

Squaring and differentiating gives \(2N\,dN/d\psi=2\varepsilon N_D/q\), and therefore

\[
C_d=q\frac{dN}{d\psi}=\frac{\varepsilon N_D}{N}=\frac{\varepsilon}{w},\qquad w=\frac{N}{N_D}.
\]

The band bending has a built-in part and an applied part. If \(\xi=E_c-E_F\) in bulk silicon,

\[
\psi=\frac{B+\delta-\xi}{q}+V .
\]

## The charge that graphene can supply

With spin and valley degeneracy, graphene has \(4\pi k_0^2/(2\pi)^2=k_0^2/\pi\) states per area with wavevector below \(k_0\) in each band. Since \(|E|=\hbar v k_0\), differentiation gives the density of states \(2|E|/[\pi(\hbar v)^2]\), with \(E\) measured from the Dirac point.

A valence state at depth \(E\) is empty with probability \(1/(1+e^{(E-\delta)/kT})\). A conduction state at height \(E\) is filled with probability \(1/(1+e^{(E+\delta)/kT})\). With \(\eta=\delta/kT\), the net hole density is

\[
p=\frac2\pi\left(\frac{kT}{\hbar v}\right)^2[F(\eta)-F(-\eta)],\qquad
F(\eta)=\int_0^\infty\frac{t\,dt}{1+e^{t-\eta}} .
\]

Differentiating the occupation with respect to \(\eta\) equals minus differentiating it with respect to \(t\). One integration by parts then gives

\[
F'(\eta)=\int_0^\infty\frac{dt}{1+e^{t-\eta}}=\ln(1+e^\eta).
\]

Consequently

\[
\frac{d}{d\eta}[F(\eta)-F(-\eta)]=\ln\left[(1+e^\eta)(1+e^{-\eta})\right]=2\ln\left(2\cosh\frac\eta2\right),
\]

and the quantum capacitance, with energies in joules, is

\[
C_q=q^2\frac{dp}{d\delta}=\frac{4q^2kT}{\pi(\hbar v)^2}\ln\left(2\cosh\frac{\eta}{2}\right).
\]

It is positive for every \(\delta\), including \(\delta=0\).

To obtain \(p\) itself, write the derivative as \(\eta+2\ln(1+e^{-\eta})\) and integrate from zero, where \(p=0\). Since \(d\,{\rm Li}_2(-e^{-\eta})/d\eta=\ln(1+e^{-\eta})\) and \({\rm Li}_2(-1)=-\pi^2/12\),

\[
p=\frac2\pi\left(\frac{kT}{\hbar v}\right)^2\left[\frac{\eta^2}{2}+\frac{\pi^2}{6}+2\,{\rm Li}_2(-e^{-\eta})\right].
\]

For \(\eta\gg1\) the dilogarithm is negligible, and solving for \(\delta\) gives

\[
\delta^2\simeq\pi(\hbar v)^2p-\frac{\pi^2}{3}(kT)^2 .
\]

The familiar law \(\delta=\hbar v\sqrt{\pi p}\) is the zero-temperature limit. At fixed \(p\), temperature reduces \(\delta\). For \(\eta\gg1\), where \(d\delta/dp\simeq\pi(\hbar v)^2/(2\delta)\), it also makes the Fermi level slightly more sensitive to charge. Near neutrality the opposite holds, because thermal carriers raise \(C_q\).

## Neutrality fixes the shift

Suppose that adsorbates on the side of the graphene away from the silicon hold a fixed negative charge \(-qp_0\) per area. Neutrality of adsorbates, graphene and silicon requires \(-qp_0+qp+qN=0\), or

\[
p(\delta)+N(\delta,V)=p_0 .
\]

Both terms on the left increase with \(\delta\), so there is at most one solution. At fixed \(\delta\), raising \(V\) increases \(N\), so \(\delta\) must fall to restore the balance. Electrons enter the graphene, its hole density drops and its Fermi level rises.

Differentiating, with \(dp=(C_q/q^2)\,d\delta\), \(dN=(C_d/q)\,d\psi\) and \(d\psi=d\delta/q+dV\), gives

\[
\frac{C_q}{q^2}\,d\delta+\frac{C_d}{q}\left(\frac{d\delta}{q}+dV\right)=0 .
\]

Multiplying by \(q^2\) and collecting \(d\delta\),

\[
\frac{d\Phi}{dV}=\frac{d\delta}{dV}=-q\,\frac{C_d}{C_d+C_q}.
\]

This is a capacitive divider. Most of the applied voltage falls across the depletion layer, and a small share moves the graphene Fermi level. The share is small, but the current depends on it exponentially.

## From barrier to current

Electrons escape from graphene states at \(E>B\). Let \(g(E)\) be the density of these states and \(r(E)\) their escape rate. Since \((E+\delta)/kT\) is about 20 or more here, their occupation is \(e^{-(E+\delta)/kT}\), and

\[
J_s=q\int_B^\infty g(E)\,r(E)\,e^{-(E+\delta)/kT}dE
=e^{-\delta/kT}\left[q\int_B^\infty g(E)\,r(E)\,e^{-E/kT}dE\right].
\]

The lower limit \(B\) does not move with bias. If the field does not alter \(r(E)\), the bracket is constant and

\[
\frac{J_s(V)}{J_s(0)}=\exp\left[\frac{\Phi(0)-\Phi(V)}{kT}\right].
\]

The uncertain prefactor of graphene emission cancels. Taking the logarithm and inserting \(d\Phi/dV\) gives the opening result.

Silicon also sends electrons back. Its Fermi level lies \(qV\) below that of graphene, so at equal transmission the return flow is \(J_se^{-qV/kT}\). The net reverse current is

\[
J=J_s(V)\left(1-e^{-qV/kT}\right).
\]

In an ideal metal contact \(J_s\) is constant, and the current is flat once \(V\) exceeds a few \(kT/q\). In graphene the parenthesis saturates just as quickly, but \(J_s(V)\) continues to rise.

## How large the effect is

Take lightly p-doped graphene on moderately doped silicon at 300 K, with rough typical parameters: \(N_D=2\times10^{15}\) cm\(^{-3}\), \(p_0=10^{12}\) cm\(^{-2}\), \(B=0.45\) eV and \(v=10^6\) m/s. Then \(kT=25.85\) meV and \(\xi=0.247\) eV. The effective Richardson constant is set to 112 A/(cm²K²), an assumed input that fixes the absolute current but none of the ratios.

| \(V\) (V) | \(N\) (10¹² cm⁻²) | \(\Phi\) (eV) | \(J_s/J_s(0)\) | \(J\) (mA/cm²) |
|---|---|---|---|---|
| 0 | 0.085 | 0.552 | 1.00 | 0 |
| 1 | 0.181 | 0.545 | 1.29 | 7.1 |
| 2 | 0.242 | 0.541 | 1.53 | 8.4 |
| 5 | 0.369 | 0.531 | 2.24 | 12.3 |
| 10 | 0.515 | 0.518 | 3.69 | 20.2 |

At 10 V the band bending is \(0.518-0.247+10=10.27\) V, which gives \(N=0.515\times10^{12}\) cm\(^{-2}\). The graphene keeps \(1.000-0.515=0.485\) in the same unit, and \(\delta\) has fallen from 101.5 to 67.8 meV. The lowering is 33.7 meV, and \(e^{33.7/25.85}=3.7\). Between 1 and 10 V, where an ideal metal contact would be flat, the net current rises by a factor of 2.9.

The divider explains the slopes. At 1 V, \(C_d=11.4\) nF/cm² and \(C_q=2.27\) µF/cm², so about 0.5% of any added voltage reaches the barrier: 5.0 meV per volt, or a 19% per volt logarithmic slope of the current. At 10 V the capacitances are 4.0 nF/cm² and 1.68 µF/cm², and the slope is 2.4 meV per volt.

For small shifts \(C_q\) may be held at its zero-bias value, so that

\[
\Phi(0)-\Phi(V)\simeq\frac{q^2}{C_q(0)}\,[N(V)-N(0)] .
\]

At large bias \(N\propto\sqrt V\), and in this approximation \(\ln J_s\) grows as \(\sqrt V\). The formula gives 28.5 meV at 10 V, 15% below the full result, because the real \(C_q\) shrinks as holes are removed. The zero-temperature graphene law, applied to the same charges, gives 30.3 meV, 10% too low.

A change in the density of states alone identifies the cause. Multiply it by 100, keep the silicon and the zero-bias barrier unchanged, and adjust the fixed charge to suit. The lowering becomes 0.29 meV and \(J_s\) rises by just 1.1%.

These results were tested by integrating Poisson's equation with mobile electrons and the graphene density of states with Fermi functions. At the five tabulated biases the barriers agreed with the formulas within 0.01 meV. The slopes at 1, 5 and 10 V agreed within 0.5%.

## Passing the Dirac point, and p-type silicon

The graphene becomes neutral when \(N=p_0\). Setting \(\delta=0\) in the expressions for \(N\) and \(\psi\) gives

\[
V_n=\frac{qp_0^2}{2\varepsilon N_D}+V_T-\frac{B-\xi}{q},
\]

which is 38.5 V here. The current does not saturate at this point either. Thermal carriers keep \(C_q\) at 0.84 µF/cm², while \(C_d=\varepsilon N_D/p_0\) is 2.1 nF/cm². The slope is 2.4 to 2.5 meV per volt, about the same as at 10 V, because both capacitances have fallen by about half. At higher bias the graphene is n-type and \(C_q\) grows again, but the barrier continues to fall.

On p-type silicon the signs reverse twice. The hole barrier is \(\Phi_p=\chi+E_g-W_0-\delta\), with \(E_g\) the silicon band gap. The depletion charge is now negative, so neutrality reads \(p=p_0+N\). Reverse bias therefore increases \(\delta\) and again lowers the barrier. Graphene that starts p-type now moves away from neutrality, so its \(C_q\) increases with bias and the effect weakens.

## What the ideal model leaves out

For the same contact, the omitted effects between 0 and 10 V are as follows.

- **Image force.** The lowering \(\sqrt{qF/4\pi\varepsilon}\), in volts for an interface field \(F\), rises from 12.7 to 31.3 mV, adding 19 meV to the barrier change. This formula assumes a perfect metal and is an upper estimate here. It places the barrier top 2 to 5 nm from the interface, while lightly doped graphene screens well only beyond \(\varepsilon/C_q\), which is 4 to 6 nm. With the static screening of a graphene sheet backed by vacuum, the image energy 2 nm into the silicon is 2.5 to 4 meV instead of 15 meV, so the real contribution is smaller and depends on atomic-scale details of the interface.
- **Interface gap.** A 0.3 nm vacuum gap carries the field \(qN/\varepsilon_0\). Its voltage drop raises the graphene levels relative to silicon and adds 23 meV.
- **Tunnelling.** A simple semiclassical (WKB) estimate for a triangular barrier top, using silicon's light transverse mass of 0.19 electron masses, multiplies the emission current by 1.24 at 0 V and 2.22 at 10 V. For this sharp barrier top, the rise steepens by a factor of 1.8. An image force of full metallic strength rounds the top. The same estimate, measured from the lowered top, then gives 1.09 and 1.46, a steepening of 1.3, so the factor 1.8 should not be multiplied onto the image-force lowering. Electrons with a heavier mass along the field tunnel less.
- **Charge puddles.** Averaging the graphene charge over a 50 meV spread of the Dirac energy changes the mean lowering from 33.7 to 35.3 meV.
- **Generation.** For a rough carrier lifetime of 1 µs, generation in the depletion layer gives \(2\times10^{-4}\) mA/cm², which is negligible beside 20 mA/cm². That comparison rests on the assumed Richardson constant, which corresponds to an escape time of about 30 fs. Generation would equal emission at 10 V for a constant near \(10^{-3}\) A/(cm²K²) in this example, and near 0.3 A/(cm²K²) for \(p_0=4\times10^{12}\) cm\(^{-2}\).

The first three all steepen the reverse curve. Simply adding the Fermi-level, image-force and gap terms gives 76 meV, or a current factor near 19 instead of 3.7. This is a scale and not a prediction, since the terms influence one another and the image term is the perfect-metal upper estimate.

Real contacts can also depart from the example in two other ways. First, graphene exposed to air can hold several \(10^{12}\) holes per cm², which is more than the doping chosen here and gives a barrier above 0.55 eV. For \(p=4\times10^{12}\) cm\(^{-2}\) the zero-temperature law gives \(\delta\simeq0.23\) eV. Since \(d\delta/dp=\delta/2p\), the same charge change of \(0.43\times10^{12}\) cm\(^{-2}\) lowers the barrier by \(0.233\times0.43/8\) eV, about 13 meV, a current factor of 1.6.

Second, real interfaces contain electronic states. If they fill in equilibrium with the graphene and lie at negligible distance from it, they share the added charge, and \(C_q\) is replaced by \(C_q+q^2D_{it}\), with \(D_{it}\) their density per area and energy. A density of \(10^{13}\) cm\(^{-2}\)eV\(^{-1}\) adds 1.6 µF/cm², which roughly halves the lowering in the example.

## What to do about it

**Quote the bias with the barrier.** A barrier height extracted from reverse current belongs to the voltage at which it was measured. In the example, treating it as constant would misplace it by up to 34 meV over 10 V, before the omitted effects are counted.

**Reduce the charge swing.** At fixed band bending \(N\propto\sqrt{N_D}\), so a fourfold lower donor density roughly halves the lowering. The price is a depletion layer twice as wide, about 5 µm instead of 2.6 µm at 10 V, which the silicon must accommodate.

**Dope the graphene more strongly p-type on n-silicon.** This raises both the barrier and \(C_q\), so the emission current is smaller and flatter, until it falls to the generation current, which grows roughly as \(\sqrt V\). The advice assumes stable dopants and an interface whose states do not pin the barrier.

**Separate the mechanisms by changing the graphene, not just the bias.** The change in gap drop is proportional to the change in \(N\), and so is the Fermi-level shift while it is small enough to leave \(C_q\) nearly constant. Both then add terms to \(\ln J_s\) that grow roughly as \(\sqrt V\) and are hard to tell apart by curve shape. As p-type graphene on n-silicon approaches neutrality, \(C_q\) shrinks and the Fermi-level term grows faster than \(\sqrt V\). The perfect-metal image-force lowering approaches a \(V^{1/4}\) law at large bias. If the graphene doping is changed while the silicon and interface stay the same, the Fermi-level term for a given charge swing scales roughly as \(1/C_q\), whereas the gap term for a given charge swing does not change.

**Allow for temperature and edges.** At 350 K, with the other parameters held fixed, the lowering is 34.9 meV, but the larger \(kT\) reduces the current factor to 3.2. The peak field at 10 V is 0.08 MV/cm, well below a rough breakdown field of 0.3 MV/cm. That margin applies to a uniform contact. Field crowding at an unprotected edge can reduce it and add leakage that this model does not describe.

The remaining values for this contact are in the numerical output.

## Numbers as computed

```
temperature 300 K, kT 25.85 meV
donor density 2.0e+15 cm^-3
adsorbate charge density p0 1.0e+12 cm^-2
barrier top above Dirac point B 0.45 eV
graphene velocity 1.0e+06 m/s, hbar*v 0.6582 eV nm
silicon relative permittivity 11.7
bulk E_c - E_F 0.2470 eV
rough Richardson constant 112 A/(cm^2 K^2)
V 0 V: depletion N 0.0849e12 cm^-2, holes p 0.9151e12 cm^-2
   delta 101.53 meV, barrier 0.5515 eV, J_s/J_s(0) 1.000
V 1 V: depletion N 0.1814e12 cm^-2, holes p 0.8186e12 cm^-2
   delta 94.93 meV, barrier 0.5449 eV, J_s/J_s(0) 1.291
V 2 V: depletion N 0.2422e12 cm^-2, holes p 0.7578e12 cm^-2
   delta 90.53 meV, barrier 0.5405 eV, J_s/J_s(0) 1.530
V 5 V: depletion N 0.3688e12 cm^-2, holes p 0.6312e12 cm^-2
   delta 80.68 meV, barrier 0.5307 eV, J_s/J_s(0) 2.240
V 10 V: depletion N 0.5148e12 cm^-2, holes p 0.4852e12 cm^-2
   delta 67.80 meV, barrier 0.5178 eV, J_s/J_s(0) 3.687
net reverse current at 1 V: 7.07 mA/cm^2
net reverse current at 2 V: 8.37 mA/cm^2
net reverse current at 5 V: 12.26 mA/cm^2
net reverse current at 10 V: 20.18 mA/cm^2
current ratio J(10 V)/J(1 V) 2.856
barrier lowering 0 to 10 V 33.73 meV
linear estimate with zero-bias C_q 28.53 meV
lowering from zero-temperature graphene law 30.33 meV
V 1 V: C_d 11.422 nF/cm^2, C_q 2.265 uF/cm^2
   barrier slope -5.017 meV/V, dlnJ_s/dV 0.1941 per V
V 10 V: C_d 4.025 nF/cm^2, C_q 1.681 uF/cm^2
   barrier slope -2.388 meV/V, dlnJ_s/dV 0.0924 per V
control, density of states x100: lowering 0.286 meV, J_s ratio 1.0111
graphene neutral at 38.5 V, C_q there 0.844 uF/cm^2
depletion width at 10 V 2574 nm
peak field at 0 and 10 V 0.0131, 0.0796 MV/cm (rough breakdown 0.3)
neglected image-force lowering at 0 V 12.7 meV, at 10 V 31.3 meV
neglected added drop over 0.3 nm vacuum gap, 0 to 10 V: 23.3 meV
neglected tunnelling factor (WKB) at 0 V 1.24, at 10 V 2.22
neglected generation current at 10 V (n_i 1e10 cm^-3, 1 us) 2.1e-04 mA/cm^2
lowering with 50 meV charge puddles 35.27 meV
at 350 K: lowering 34.89 meV, J_s ratio 3.179
```
